# Hurley's condition, floating basis centres and the lost nuclear cusp

When nuclear forces are computed in variational Monte Carlo, one must decide whether to evaluate the Pulay term, the part of the force that comes from the response of the trial function. Letting the basis centres float and optimizing them with the other parameters can make this term vanish, but the decision to drop it depends on everything else in the trial function, in particular on how the nuclear cusp is described.

Hartree atomic units are used, the nuclei are clamped, and a force is minus a derivative of the energy. Let the trial function $\Psi$ be real and normalizable, with parameters $p$ that include the basis centres $s$, and let

$$E(R,p)=\frac{\int\Psi H(R)\Psi}{\int\Psi^2}.$$

Suppose first that $\Psi$ may also contain the nuclear positions $R$ explicitly. If $\lambda$ is any quantity on which $\Psi$ depends, its effect on $E$ through $\Psi$ alone is

$$\left.\frac{\partial E}{\partial\lambda}\right|_{\Psi}
=\frac{2\int(\partial_\lambda\Psi)H\Psi-2E\int\Psi\,\partial_\lambda\Psi}{\int\Psi^2}
=2\left\langle(E_L-E)\,\partial_\lambda\ln\Psi\right\rangle .$$

The first factor 2 uses the Hermiticity of $H$, the second comes from differentiating the norm. Here $E_L=H\Psi/\Psi$ is the local energy, and the average is over $\Psi^2$. Now let the parameters follow the nuclei along a smooth path $p(R)$. The chain rule gives

$$\frac{dE}{dR}=\left\langle\frac{\partial H}{\partial R}\right\rangle
+\sum_j\frac{\partial E}{\partial p_j}\frac{dp_j}{dR}
+2\left\langle(E_L-E)\,\partial_R\ln\Psi\right\rangle .$$

In the last term $R$ is varied at fixed $p$. The first term is the Hellmann–Feynman derivative; the other two make up the Pulay term. Hurley's condition is that $\partial E/\partial p_j=0$ for every parameter that responds to $R$, centres included. It removes the second term. If the nuclei enter $\Psi$ through $p$ alone, the third is absent as well, and

$$\frac{dE}{dR}=\left\langle\frac{\partial H}{\partial R}\right\rangle .$$

This proves the statement without assuming that $\Psi$ is an eigenfunction. The force obtained is the derivative of the approximate energy, not the exact force. The proof needs the energy itself to be stationary: parameters that minimize the variance of $E_L$ do not in general satisfy the condition. It also needs a smooth path, which fails if the optimization jumps between minima. And it concerns the variational energy; stationarity of that energy does not make the fixed-node diffusion energy stationary.

Translation invariance provides a check. If all nuclei and all centres move together, the energy is unchanged, so $\sum_A\partial E/\partial R_A+\sum_i\partial E/\partial s_i=0$, when $\Psi$ contains no explicit $R$. The partial derivatives with respect to $R_A$ are minus the Hellmann–Feynman forces, hence

$$\sum_A F_A^{\rm HF}=\sum_i\frac{\partial E}{\partial s_i}.$$

Stationary centres therefore make the Hellmann–Feynman forces balance. The converse is weaker: with several centres, a zero sum does not show that each gradient vanishes.

A model with one electron makes all the terms visible. A charge $Z$ sits at $A=0$ and a charge $q$ at $B=L$ on the $z$ axis. The trial function is $\Psi=e^{-\zeta\rho}$ with $\rho=|\mathbf r-\mathbf s|$, and its centre lies on the axis at distance $\delta$ from $A$ towards $B$. The normalized density is $(\zeta^3/\pi)e^{-2\zeta\rho}$. The charge within distance $d$ of its centre is

$$Q(d)=4\zeta^3\int_0^d\rho^2e^{-2\zeta\rho}d\rho
=1-e^{-2\zeta d}(1+2\zeta d+2\zeta^2d^2).$$

The mean inverse distance from the electron to a point at $d$ is $Q(d)/d$ from the inner charge plus $4\zeta^3\int_d^\infty\rho e^{-2\zeta\rho}d\rho=e^{-2\zeta d}(\zeta+2\zeta^2d)$ from the outer shells. The sum is

$$V(d)=\frac{1-e^{-2\zeta d}}{d}-\zeta e^{-2\zeta d},\qquad V'(d)=-\frac{Q(d)}{d^2},$$

where the derivative is Gauss's law. Since $|\nabla\Psi|^2=\zeta^2\Psi^2$, the kinetic energy is $\zeta^2/2$, and

$$E=\frac{\zeta^2}{2}-ZV(\delta)-qV(L-\delta)+\frac{Zq}{L}.$$

With forces counted positive from $A$ to $B$,

$$F_A^{\rm HF}=\frac{ZQ(\delta)}{\delta^2}-\frac{Zq}{L^2},\qquad
\frac{\partial E}{\partial s}=\frac{ZQ(\delta)}{\delta^2}-\frac{qQ(L-\delta)}{(L-\delta)^2}.$$

Take $Z=1$, $q=0.5$ and $L=2$ bohr, round values that represent no real molecule. If the centre is attached to $A$, the density is spherical about that nucleus and exerts no force on it, because $Q(\delta)/\delta^2\to0$. The Hellmann–Feynman force is the bare repulsion, $-0.5/2^2=-0.125$ hartree/bohr. Since the centre moves with $A$, the Pulay force is $-\partial E/\partial s=qQ(L)/L^2=0.0981$ hartree/bohr. The total is $-0.1250+0.0981=-0.0269$ hartree/bohr, which agrees with the finite difference of reoptimized energies. Here the Pulay term is the screening of the repulsion by the electron cloud, and it cancels most of the bare force.

If the centre floats, it moves 0.0785 bohr towards $B$, and the energy falls from $-0.4872$ to $-0.4908$ hartree. The Hellmann–Feynman forces on $A$ and $B$ become $-0.0223$ and $+0.0223$ hartree/bohr. They balance, and each agrees with the finite difference of the relaxed energy. The change from $-0.0269$ to $-0.0223$ is not a failure of the theorem: the two forces are derivatives of two different approximate energies.

The condition must be met closely, because the energy is quadratic in a centre error while the Pulay term is linear. With the exponent held fixed, moving the centre 0.010 bohr beyond its optimum gives a Hellmann–Feynman force sum of 0.0107 hartree/bohr, nearly half the size of the force on either nucleus. Dividing by the displacement gives a curvature of about 1.07 hartree/bohr², so the energy error is only about $\frac12(1.07)(0.010)^2\approx5\times10^{-5}$ hartree. A converged energy is thus weak evidence for a converged force.

Floating has a price at the nucleus. For an exact eigenfunction $\psi$, average the Schrödinger equation over a small sphere of radius $u$ about $A$. With $\bar\psi(u)$ the averaged function, the terms of order $1/u$ are $-\bar\psi'/u$ from the kinetic energy and $-Z\bar\psi/u$ from the attraction. They must cancel, so $\bar\psi'(0)=-Z\psi(A)$, which is Kato's cusp condition. The displaced Slater function is smooth at $A$. Its average there is $\bar\Psi(u)=\Psi(A)+\frac{u^2}{6}\nabla^2\Psi(A)+\ldots$, whose slope at $u=0$ is zero instead of $-Z\Psi(A)$. The cusp has moved to $s$, where there is no nucleus.

How far out the loss is felt follows from the mean distance $\bar\rho$ between $s$ and the sphere. With $x$ the cosine of the polar angle, $\rho^2=u^2+\delta^2-2u\delta x$ gives $\rho\,d\rho=-u\delta\,dx$, and

$$\bar\rho=\frac12\int_{-1}^{1}\rho\,dx=\frac{1}{2u\delta}\int_{|u-\delta|}^{u+\delta}\rho^2d\rho
=\begin{cases}\delta+u^2/(3\delta),&u<\delta,\\ u+\delta^2/(3u),&u>\delta.\end{cases}$$

For small $\zeta\delta$ and $\zeta u$, $\Psi\approx1-\zeta\rho$, so the slope of $\ln\bar\Psi$ is $-\zeta\,d\bar\rho/du$:

$$\frac{d\ln\bar\Psi}{du}\approx
\begin{cases}-\dfrac{2\zeta}{3}\dfrac{u}{\delta},&u<\delta,\\[2mm]
-\zeta\left(1-\dfrac{\delta^2}{3u^2}\right),&u>\delta.\end{cases}$$

The cusp is smeared over a distance $\delta$. In the example, the required slope at the nucleus is $-1$ bohr⁻¹, but the averaged slope is $-0.0066$ bohr⁻¹ at $u=0.01\delta$ and $-0.066$ bohr⁻¹ at $u=0.1\delta$. At $u=3\delta$ it is $-0.996$ bohr⁻¹. The closeness of this last value to $-1$ is partly accidental: the formula gives $-1.0348\,(1-1/27)\approx-0.996$, in which an exponent above $Z$ offsets the smearing.

The local energy shows the defect more sharply. From $\nabla^2e^{-\zeta\rho}=(\zeta^2-2\zeta/\rho)e^{-\zeta\rho}$,

$$E_L=-\frac{\zeta^2}{2}+\frac{\zeta}{\rho}-\frac{Z}{r_A}-\frac{q}{r_B}+\frac{Zq}{L},$$

where $r_A$ and $r_B$ are the distances from the electron to the nuclei. The divergence at $A$ is uncancelled, and a spurious positive one appears at $s$. At 0.01 bohr from $A$, perpendicular to the axis, $E_L=-87.5$ hartree; at 0.001 bohr it is $-987$ hartree.

The cost in sampling can be derived for an isolated nucleus with $\zeta=Z$. Expansion of $V$ gives $V(\delta)=Z[1-\frac23Z^2\delta^2+\ldots]$, so displacement raises the energy by

$$\Delta E\approx\tfrac23Z^4\delta^2 .$$

The fluctuating part of the local energy is $Z(1/\rho-1/r_A)$. At distances large compared with $\delta$ its square falls as $\delta^2/r_A^4$, so the leading contribution comes from distances of order $\delta$, where the density may be replaced by $Z^3/\pi$. The remaining integral follows from the Fourier transform $4\pi/k^2$ of $1/r$ and an angular average:

$$\int\left(\frac1\rho-\frac1{r_A}\right)^2d^3r
=16\int_0^\infty\frac{1-\sin(k\delta)/(k\delta)}{k^2}dk
=16\delta\int_0^\infty\frac{x-\sin x}{x^3}dx .$$

Two integrations by parts, whose boundary terms vanish, reduce the last integral to $\frac12\int_0^\infty(\sin x/x)\,dx=\pi/4$. The result is $4\pi\delta$. The squared mean $(\Delta E)^2$ is of order $\delta^4$ and drops out, leaving

$$\sigma^2(E_L)\approx Z^2\,\frac{Z^3}{\pi}\,4\pi\delta=4Z^5\delta .$$

The variance is linear in the displacement, whereas the energy is quadratic. For $Z=1.5$ and $\delta=10^{-4}$ bohr, numerical integration gives 0.999 times the variance law and 0.99985 times the energy law.

In the two-charge model, floating raises the variance from 0.0183 to 0.305 hartree². For independent samples, the same statistical error in the energy then needs about $0.305/0.0183\approx17$ times as many samples, although the floating function has the lower energy. The variance is finite, since $\int r^2(1/r^2)\,dr$ converges at the nucleus. The fourth moment contains $\int r^2(1/r^4)\,dr$ and diverges, so a sampled estimate of the variance itself has no finite variance.

The noise also enters the Pulay estimator $-2(E_L-E)\,\partial_s\ln\Psi$. For equal numbers of samples it gives $0.0978\pm0.0002$ hartree/bohr with the attached centre and $0.0008\pm0.0009$ hartree/bohr with the floating one, the uncertainties being one standard error. Hurley's condition makes the mean zero, not the individual samples. Since $|\partial_s\ln\Psi|\le\zeta$, the variance of a sample is at most $4\zeta^2\sigma^2(E_L)$; a larger local-energy variance thus permits the larger error bar seen here.

Nor does the theorem make the remaining Hellmann–Feynman term easy to sample. Near $A$ its electronic estimator is $Z\cos\theta/r_A^2$. If $n(A)$ is the density at the nucleus, its second moment outside a small sphere of radius $\varepsilon$ grows as

$$Z^2n(A)\int\cos^2\theta\,d\Omega\int_\varepsilon\frac{dr}{r^2}
\approx\frac{4\pi}{3}\frac{Z^2n(A)}{\varepsilon}.$$

The mean is finite but the variance is infinite, with attached and floating centres alike. The Hellmann–Feynman forces quoted here were therefore obtained by quadrature, or from symmetry for the attached centre, not by averaging this estimator over samples.

The natural repair of the cusp is a factor bound to the nucleus, for example

$$\Psi=e^{-Zr_A}\,e^{-a|\mathbf r-\mathbf s|^2}.$$

The Gaussian is smooth, so the averaged slope at $A$ is correct wherever $s$ lies. Indeed $\nabla^2\ln\Psi=-2Z/r_A-6a$, and in

$$E_L=-\tfrac12\nabla^2\ln\Psi-\tfrac12|\nabla\ln\Psi|^2+\text{potential}$$

the first term supplies $+Z/r_A$ and cancels the attraction. But $\Psi$ now contains $A$ explicitly, with $\partial\ln\Psi/\partial A_z=Z\cos\theta$, where $\theta$ is measured at $A$ from the $z$ axis. The Pulay force

$$F_A^{\rm P}=-2\langle(E_L-E)Z\cos\theta\rangle$$

need not vanish when the energy is stationary in $s$.

A weak uniform field shows that this is no numerical accident. Let $Z=1$, let the electron have the extra energy $-Fz$, and place the nucleus at the origin, where it feels the force $-F$. Let $a\to0$ with $2as=k$ fixed, so that the Gaussian becomes $f=e^{kz}$ up to a constant. With $\psi_0$ the field-free ground state, of energy $E_0$ and Hamiltonian $H_0$,

$$(H_0-E_0)(f\psi_0)=-\frac{1}{2\psi_0}\nabla\cdot(\psi_0^2\nabla f).$$

Multiplying by $f\psi_0$ and integrating by parts gives $\frac12\langle|\nabla f|^2\rangle\approx k^2/2$. The field contributes $-F\langle z\rangle\approx-2kF\langle z^2\rangle_0=-2kF$, because $\langle z^2\rangle_0=1$. The minimum is at $k=2F$. The electronic force on the nucleus is then $2k\langle z\cos\theta/r^2\rangle_0=\frac{2k}{3}\langle1/r\rangle_0=\frac{4F}{3}$, and the net Hellmann–Feynman force is $F/3$. Yet a neutral atom in a uniform field has the same relaxed energy wherever it is placed, so the total force is zero and the Pulay force must be $-F/3$. The floating Slater function needs no such correction: its stationarity condition in this field is $Q(\delta)/\delta^2=F$, which balances the force on the nucleus.

In the two-charge model the size of the Pulay force depends strongly on $a$ (it is negative for $a$ between 0.005 and 1 bohr⁻² and turns slightly positive only as $a\to0$); one value is taken here as an example. With $a=0.10$ bohr⁻² held fixed, the optimal Gaussian centre lies 1.18 bohr from $A$. At 0.01 and 0.001 bohr from the nucleus, perpendicular to the axis, the local energy is now $-0.230$ and $-0.228$ hartree, and the variance is 0.040 hartree². The Hellmann–Feynman force on $A$ is $0.0607$ hartree/bohr and the Pulay force $-0.0543$ hartree/bohr. Their sum, $0.0064$ hartree/bohr, agrees with the finite difference; at this value of $a$, dropping the Pulay term would make the force more than nine times too large.

This total has the opposite sign to the floating Slater result of $-0.0223$ hartree/bohr, and the energy, $-0.4761$ hartree, is higher. Both facts reflect the choice $a=0.10$ bohr⁻², which was not optimized and confines the density too tightly; a smaller $a$, such as 0.03 bohr⁻², brings the energy below the floating Slater value, makes the total force negative and shrinks the Pulay force without making it negligible: there it is about $-0.020$ hartree/bohr against a total of $-0.011$, so dropping it would give the wrong sign. A correct cusp alone thus does not guarantee a better energy when the rest of the function is poorly chosen. Which of the two forces lies closer to the exact one is not tested here. What the comparison settles is which terms belong to the derivative of each energy. The Pulay term may be dropped for the fully optimized floating Slater function, but must in general be kept once the cusp factor is tied to the nucleus. The values are collected in the numerical output below.

## Values computed for the example and the checks

```
Charge Z at A: 1.0 e
Charge q at B: 0.5 e
Separation L: 2.0 bohr
Attached exponent: 1.040237 1/bohr
Attached energy: -0.487182 hartree
Floating exponent: 1.034800 1/bohr
Floating displacement from A towards B: 0.078489 bohr
Floating energy: -0.490830 hartree
Forces along z, positive from A to B, in hartree/bohr:
Attached HF force on A: -0.125000 hartree/bohr
Attached Pulay force on A: 0.098068 hartree/bohr
Attached total force on A, finite difference: -0.026932 hartree/bohr
Floating HF force on A: -0.022287 hartree/bohr
Floating total force on A, finite difference: -0.022287 hartree/bohr
Floating HF force on B: 0.022287 hartree/bohr
Floating total force on B, finite difference: 0.022287 hartree/bohr
Monte Carlo attached Pulay force: 0.097846 hartree/bohr
Its standard error: 0.000225 hartree/bohr
Monte Carlo floating Pulay force: 0.000753 hartree/bohr
Its standard error: 0.000890 hartree/bohr
Deliberate centre error: 0.010 bohr
HF force sum with this error: 0.010663 hartree/bohr
Required log slope at nucleus: -1.000 1/bohr
Floating log slope at u/delta=0.01: -0.006619 1/bohr
Floating log slope at u/delta=0.1: -0.066203 1/bohr
Floating log slope at u/delta=3.0: -0.996142 1/bohr
Floating E_L at 0.01 bohr from A, perpendicular: -87.457 hartree
Floating E_L at 0.001 bohr from A, perpendicular: -987.352 hartree
Attached local-energy variance: 0.018331 hartree^2
Floating local-energy variance: 0.305394 hartree^2
Isolated test charge: 1.5 e
Isolated test displacement: 0.0001 bohr
Variance / linear law: 0.999013 (dimensionless)
Energy rise / quadratic law: 0.999850 (dimensionless)
HF second-moment shell / divergence law: 1.000000 (dimensionless)
Gaussian coefficient a: 0.10 1/bohr^2
Cusp-restored Gaussian centre from A: 1.180083 bohr
Cusp-restored energy: -0.476064 hartree
Cusp-restored variance: 0.039998 hartree^2
Cusp-restored E_L at 0.01 bohr from A, perpendicular: -0.230 hartree
Cusp-restored E_L at 0.001 bohr from A, perpendicular: -0.228 hartree
Cusp-restored HF force on A: 0.060652 hartree/bohr
Cusp-restored Pulay force on A: -0.054277 hartree/bohr
Cusp-restored total force on A, finite difference: 0.006374 hartree/bohr
```
